\section*{Escape Barrier of a Morse Bond under Constant Force, part 1}

(Sections cited here and not found follow in the second part.)

\section{The barrier of a loaded bond}

\subsection{A polar bond in an electric field}

The insulator between two metal lines of a chip carries the full voltage between them across a short distance. In an oxide-like insulator the silicon and oxygen atoms carry effective charges of opposite sign. An electric field therefore pulls the two atoms of a suitably oriented silicon--oxygen link apart. The pull is far too weak to tear a sound link open at once, but it lowers the energy that heat must supply to open it. A link that opens and stays open is a defect, and an accumulation of defects can end in breakdown.

The thermochemical field model of breakdown takes the energy barrier to fall linearly with the field. Whether a bond behaves in this way can be decided for a definite bond potential. The Morse potential is suitable because it has a finite depth, a finite greatest restoring force, and a barrier under load that can be found in closed form.

\subsection{Model and conventions}

Let $x$ be the stretch of the bond, measured from its unloaded length. The bond has well depth $D$ and range $1/a$, and a constant force $F>0$ pulls its ends apart. The potential energy is
\begin{equation}
V(x)=D\left(1-e^{-ax}\right)^2-Fx .
\label{eq:V}
\end{equation}
The minus sign belongs to a pull: the energy of the load falls as the bond lengthens. For charges $\pm q$ at a distance $r$ along a local field $E_{\rm loc}$, the field energy is $-qE_{\rm loc}r$. Writing $r=r_0+x$ and dropping the constant $-qE_{\rm loc}r_0$ gives the last term of \eqref{eq:V}, with $F=qE_{\rm loc}$.

Three assumptions enter here. The motion is along one line, the force does not change as the bond opens, and the atoms move classically. The word ``exact'' below refers to this model. The algebra is in atomic units, in which $\hbar$, the electron mass and the elementary charge are 1. Numbers are given in eV and angstrom, and applied fields in MV/cm.

For every $F>0$ the potential \eqref{eq:V} tends to $-\infty$ at large $x$, because the Morse part levels off at $D$ while $-Fx$ keeps falling. A loaded bond is thus at best metastable. The barrier $B$ is the height of the maximum of $V$ above the minimum in which the bond sits.

\subsection{The greatest force the bond can resist}

It is convenient to use $u=e^{-ax}$, for which $du/dx=-au$. The restoring force of the unloaded bond is the slope of its potential,
\begin{align}
\frac{d}{dx}D(1-u)^2
&=2D(1-u)\left(-\frac{du}{dx}\right) \notag\\
&=2aD\,u(1-u).
\label{eq:restoring}
\end{align}
Completing the square gives
\begin{equation}
u(1-u)=\frac14-\left(u-\frac12\right)^2 ,
\label{eq:square}
\end{equation}
which is largest at $u=1/2$, where it equals $1/4$. The greatest restoring force, called the critical force, is therefore
\begin{equation}
F_c=\frac{aD}{2},\qquad\text{reached at}\qquad x_c=\frac{\ln 2}{a}.
\label{eq:Fc}
\end{equation}
A deeper well and a shorter range both raise it. The natural measure of the load is the reduced force
\begin{equation}
f=\frac{F}{F_c}=\frac{2F}{aD}.
\end{equation}

\subsection{Where the loaded bond is at rest}

With $F=f\,aD/2$, the slope of the full potential is
\begin{equation}
V'(x)=2aD\left[u(1-u)-\frac f4\right].
\label{eq:slope}
\end{equation}
If $f>1$, the bracket is negative for every $x$, since $u(1-u)$ never exceeds $1/4$. The energy then falls steadily with $x$ and there is no barrier. If $f=1$, the slope vanishes at the single point $u=1/2$ and is negative elsewhere, so again there is no barrier.

For $0<f<1$ the condition $V'=0$ is the quadratic equation $u^2-u+f/4=0$. Its roots are
\begin{equation}
u_\pm=\frac{1\pm s}{2},\qquad s=\sqrt{1-f},\qquad 0<s<1 .
\label{eq:roots}
\end{equation}
Both roots lie between 0 and 1, so both stationary points lie at positive stretch.

The second derivative tells which is which. Differentiating \eqref{eq:slope} and using $du/dx=-au$,
\begin{align}
V''(x)&=2aD(1-2u)(-au)\notag\\
&=2a^2D\,u(2u-1).
\end{align}
At the roots $2u_\pm-1=\pm s$, and hence
\begin{align}
V''(x_+)&=a^2D\,s(1+s)>0,\label{eq:Kmin}\\
V''(x_-)&=-a^2D\,s(1-s)<0.\label{eq:Kmax}
\end{align}
The point $x_+$ is the loaded minimum and $x_-$ is the maximum. The subscripts follow the roots $u_\pm$. Since $u$ decreases as $x$ grows, the larger root belongs to the shorter bond, and $x_+<x_-$. Both curvatures vanish as $s\to0$: near the critical force the well and the top become flat together.

The distance between the two points follows from $x=-(\ln u)/a$:
\begin{align}
\Delta x=x_--x_+
&=\frac1a\ln\frac{u_+}{u_-}
=\frac1a\ln\frac{1+s}{1-s}\notag\\
&=\frac2a\,\mathrm{artanh}\,s .
\label{eq:dx}
\end{align}
The last form uses $\mathrm{artanh}\,s=\tfrac12\ln[(1+s)/(1-s)]$. The length $\Delta x$ is the extra stretch that the bond must gain to escape, and it will be called the activation length.

\subsection{The barrier in closed form}

The barrier has two parts. The first is the rise of the Morse energy. Since $1-u_-=(1+s)/2$ and $1-u_+=(1-s)/2$, it is
\begin{align}
D\left[(1-u_-)^2-(1-u_+)^2\right]
&=\frac D4\left[(1+s)^2-(1-s)^2\right]\notag\\
&=Ds .
\label{eq:rise}
\end{align}
The second is the work that the constant force does over the activation length. From $f=1-s^2$ and \eqref{eq:dx},
\begin{align}
F\Delta x&=\frac{aD}{2}(1-s^2)\,\frac2a\,\mathrm{artanh}\,s\notag\\
&=D(1-s^2)\,\mathrm{artanh}\,s .
\label{eq:work}
\end{align}
This work is supplied by the load, so it is subtracted:
\begin{equation}
B=Ds-F\Delta x
=D\left[s-(1-s^2)\,\mathrm{artanh}\,s\right].
\label{eq:B}
\end{equation}
The range parameter has cancelled. At a given reduced force the barrier is a fixed fraction of the well depth, whether the bond is stiff or soft. The range matters through $F_c$, which converts a real force into $f$.

When $f\to0$, $s\to1$. The factor $1-s^2$ then vanishes faster than the logarithm in $\mathrm{artanh}\,s$ grows, so $B\to D$. An unloaded bond must be given its full well depth to come apart.

\subsection{The approach to the critical force}

Near the critical force $s$ is small, and \eqref{eq:B} is a difference of two nearly equal terms. A power series shows what is left. Integrating the geometric series for $1/(1-s^2)$ term by term gives
\begin{equation}
\mathrm{artanh}\,s=\sum_{k=0}^{\infty}\frac{s^{2k+1}}{2k+1},\qquad 0\le s<1 .
\end{equation}
Multiply this by $1-s^2$. The power $s^{2k+1}$ with $k\ge1$ receives $1/(2k+1)$ from the factor 1 and $-1/(2k-1)$ from the factor $-s^2$. Therefore
\begin{align}
(1-s^2)\,\mathrm{artanh}\,s
&=s+\sum_{k=1}^{\infty}\left(\frac1{2k+1}-\frac1{2k-1}\right)s^{2k+1}\notag\\
&=s-\sum_{k=1}^{\infty}\frac{2\,s^{2k+1}}{(2k-1)(2k+1)} .
\end{align}
The term linear in $s$ cancels in the barrier, which becomes
\begin{equation}
\frac BD=\sum_{k=1}^{\infty}\frac{2\,s^{2k+1}}{(2k-1)(2k+1)}
=\frac23s^3+\frac2{15}s^5+\frac2{35}s^7+\cdots
\label{eq:series}
\end{equation}
Since $s=(1-f)^{1/2}$, the first term is the near-critical law
\begin{equation}
B_0=\frac{2D}{3}(1-f)^{3/2}.
\label{eq:lead}
\end{equation}

The quality of this law at finite distance from the critical force is given by the ratio
\begin{equation}
R=\frac{B}{B_0}=1+\frac{1-f}{5}+\frac{3(1-f)^2}{35}+\cdots
\label{eq:R}
\end{equation}
Every coefficient in \eqref{eq:series} is positive. Hence $B_0$ lies below $B$ for all $0<f<1$, and $R$ grows steadily as the force is reduced. At $f\to0$ the barrier is $D$ and the law gives $2D/3$, so $R\to3/2$. The near-critical law thus misses at most one third of the true barrier, and it approaches that error at weak force.

A direct numerical search for the minimum and maximum of \eqref{eq:V} at $f=0.99$ and $f=0.999$ tests the law without using \eqref{eq:B}. The two barriers give an apparent exponent of 1.5008. The small excess over $3/2$ is the correction in \eqref{eq:R}: the ratio $R$ is 1.0020 at the first force and 1.0002 at the second, and $\log_{10}(1.0020/1.0002)=0.0008$. When the term linear in $1-f$ is eliminated between the two values, the prefactor $B/[D(1-f)^{3/2}]$ comes out as 0.666666, in agreement with $2/3$.

\subsection{Why the power is three halves}

The exponent can be seen without the full solution. Let $y=x-x_c$ be the distance from the point of greatest restoring force. There $u=\tfrac12e^{-ay}$, and for small $ay$ one has $u-\tfrac12\simeq-ay/2$. With \eqref{eq:square}, the slope of the potential is
\begin{equation}
V'\simeq F_c-F-\frac{a^3D}{2}\,y^2
=\frac{aD}{2}\left(s^2-a^2y^2\right),
\end{equation}
where $F_c-F=(aD/2)s^2$. The slope is positive between $y=-s/a$ and $y=s/a$. The barrier is the area under it:
\begin{align}
B&\simeq\frac{aD}{2}\int_{-s/a}^{s/a}\left(s^2-a^2y^2\right)dy\notag\\
&=\frac{aD}{2}\left(\frac{2s^3}{a}-\frac{2s^3}{3a}\right)=\frac{2D}{3}s^3 .
\end{align}
The area has a height proportional to $1-f$ and a width proportional to $(1-f)^{1/2}$. Their product gives the power $3/2$.

The argument needs only a smooth maximum of the restoring force. If that force is $F_c-\tfrac12cy^2$ near its maximum, with $c>0$, the slope vanishes at $y_0=\sqrt{2(F_c-F)/c}$, and the same integration gives
\begin{equation}
B\simeq\frac43(F_c-F)\,y_0
=\frac{4\sqrt2}{3}\,\frac{(F_c-F)^{3/2}}{\sqrt c}.
\end{equation}
For the Morse bond $c=a^3D$, which returns \eqref{eq:lead}. The exponent is therefore shared by a wide class of bond curves, while the factor $2D/3$ belongs to the Morse form.

\subsection{The slope of the barrier}

A linear field model assumes a constant slope $dB/dF$. To find the true slope, write $B=V(x_-,F)-V(x_+,F)$ and differentiate. The positions $x_\pm$ move with $F$, but this motion contributes nothing, because $\partial V/\partial x=0$ at both. What remains is the explicit dependence $\partial V/\partial F=-x$:
\begin{equation}
\frac{dB}{dF}=-x_-+x_+=-\Delta x=-\frac2a\,\mathrm{artanh}\,s .
\label{eq:dBdF}
\end{equation}
The slope is minus the activation length. A second derivative shows how it changes. From $s^2=1-F/F_c$ follows $ds/dF=-1/(2sF_c)$, and with $d(\mathrm{artanh}\,s)/ds=1/(1-s^2)=1/f$,
\begin{equation}
\frac{d^2B}{dF^2}=\frac2a\,\frac1f\,\frac{1}{2sF_c}=\frac{1}{a\,s\,F}>0 .
\label{eq:convex}
\end{equation}
The barrier is a convex function of the force. Any tangent to it lies below it at all other forces, so a straight line continued from one load underestimates the barrier of this model at every other load.

\subsection{Weak force}

For small $f$, use $1-s^2=f$ in the form
\begin{equation}
\mathrm{artanh}\,s=\frac12\ln\frac{(1+s)^2}{1-s^2}=\ln(1+s)-\frac12\ln f .
\end{equation}
With $s=1-f/2-f^2/8+\cdots$ one has $\ln(1+s)=\ln2-f/4+\cdots$, and so
\begin{equation}
\mathrm{artanh}\,s=\frac12\ln\frac4f-\frac f4+\cdots
\end{equation}
Insertion in \eqref{eq:B} gives
\begin{align}
\frac BD&=1-\frac f2-\frac{f^2}8-f\left(\frac12\ln\frac4f-\frac f4\right)+\cdots\notag\\
&=1-\frac f2\left(1+\ln\frac4f\right)+\frac{f^2}{8}+\cdots
\label{eq:weak}
\end{align}
The activation length grows as $(1/a)\ln(4/f)$ and has no finite limit at zero force. The reason is that the maximum sits where the exponential tail of the bond force has fallen to $F$, and a weaker load moves this point outward. The logarithm thus depends on a force that keeps its full strength at any distance, an assumption that need not hold for a real pair of atoms.

\section{Field, temperature and the range of use}

\subsection{Symbols and results taken over}

A Morse bond of depth $D$ and range $1/a$ is pulled by a constant force $F$. Its critical force is $F_c=aD/2$, and $f=F/F_c$, $s=\sqrt{1-f}$. For $0<f<1$ the loaded minimum $x_+$ and the maximum $x_-$ are separated by the activation length $\Delta x$, and
\begin{align}
\Delta x&=\frac2a\,\mathrm{artanh}\,s,\qquad
B=Ds-F\Delta x,\label{eq:sum1}\\
\frac{dB}{dF}&=-\Delta x,\qquad
B_0=\frac{2D}{3}(1-f)^{3/2}.\label{eq:sum2}
\end{align}
Here $B$ is the exact barrier of the model and $B_0$ its near-critical limit, with $B/B_0=1+s^2/5+\cdots$. The curvature at the minimum is $K=a^2Ds(1+s)$, and at the maximum it is $-a^2Ds(1-s)$.

\subsection{From applied field to force}

The field that acts on a bond differs from the applied field $E$, because the surrounding medium is polarized. In the Lorentz construction a sphere is cut out around the bond. In atomic units the polarization is $P=(\varepsilon-1)E/4\pi$, where $\varepsilon$ is the relative permittivity. The charge on the wall of the sphere adds, at its centre, the field
\begin{equation}
P\int\cos^2\theta\,d\Omega=\frac{4\pi}{3}P=\frac{\varepsilon-1}{3}E .
\end{equation}
One cosine comes from the surface charge and the other from the component along the field. For a uniform polarization this added field is the same everywhere inside the sphere, so it acts equally on both atoms of the bond. If the atoms inside the sphere add nothing on average, then
\begin{equation}
F=qLE,\qquad L=1+\frac{\varepsilon-1}{3}=\frac{\varepsilon+2}{3}.
\label{eq:F}
\end{equation}
In a porous, disordered film this is a model assumption, since the local field varies from place to place.

\subsection{A weakened link in an organosilicate film}

The example is a weakened silicon--oxygen link in a porous organosilicate interlayer dielectric. The parameters are round and rough: $D=1.6$ eV, $a=1.5$ per angstrom, $q=1.5$, $\varepsilon=2.7$, an applied field of 5 MV/cm and a temperature of 378 K, for which $k_BT=0.0326$ eV.

A field of 1 MV/cm is 0.01 V per angstrom. With $L=4.7/3=1.567$ the force is
\begin{equation}
F=1.5\times1.567\times0.05=0.1175\ \text{eV/angstrom}.
\end{equation}
The critical force is $1.5\times1.6/2=1.2$ eV/angstrom, so $f=0.0979$ and $s=0.950$. The activation length is $\Delta x=2.44$ angstrom, and
\begin{equation}
B=1.6\times0.9498-0.1175\times2.439=1.233\ \text{eV}.
\end{equation}
This is 37.9 times $k_BT$. The near-critical law gives 0.914 eV, which is 26\% below the exact barrier. At this field the bond is far from its critical force, and the law \eqref{eq:sum2} for $B_0$ should not be used.

The barrier of a Morse bond under a constant pull is now known in closed form, and for the weakened link at 5 MV/cm it is 1.233 eV, a load at which the near-critical law is 26% too low. What remains is to find the escape time, to see what a linear field model would infer, and to test the assumptions of constant force and classical motion.

Numerical values quoted here were computed with a short program.
